# The Lorentz field and Onsager's directing field in a polar liquid: test program

```python
# Debye versus Onsager theory of a polar liquid (Gaussian form, 4 pi eps0 = 1).
# n density, mu permanent dipole, alpha polarizability, a cavity radius (4 pi n a^3/3 = 1),
# y = 4 pi n mu^2/(9 kT), A = 4 pi n alpha/3 = (einf-1)/(einf+2).
# Debye:   (eps-1)/(eps+2) = A + y, divergent at kTc = 4 pi n mu^2/(9(1-A)).
# Onsager: (eps-einf)(2 eps+einf)/(eps (einf+2)^2) = y, finite for all T > 0.
# Cavity field G = g E, g = 3 eps/(2 eps+1); reaction field f m, f = 2(eps-1)/((2 eps+1) a^3);
# D = 1 - alpha f; directing field G/D; G + f<m> = (eps+2)E/3.
# Rigid dipoles: (eps-1)/(eps+2) = y - c y^3, c = 2 sum r^-6/(4 pi n/3)^2 (return paths).
import numpy as np
import sympy as sp
from scipy import constants as C
from scipy.integrate import solve_ivp, cumulative_trapezoid, simpson, quad
from scipy.optimize import brentq, minimize

e2 = C.e / (4 * np.pi * C.epsilon_0 * C.angstrom)   # eV*angstrom
kB = C.k / C.e                                      # eV/K
n, mu_eA, alpha = 0.01, 0.5, 5.0
mu = mu_eA * np.sqrt(e2)                            # sqrt(eV A^3)
a = (3 / (4 * np.pi * n)) ** (1 / 3)
A = 4 * np.pi * n * alpha / 3
einf = (1 + 2 * A) / (1 - A)
Tc = 4 * np.pi * n * mu**2 / (9 * kB * (1 - A))
y_of = lambda T: 4 * np.pi * n * mu**2 / (9 * kB * T)
def eps_onsager(T):
    b = einf + (einf + 2) ** 2 * y_of(T)
    return (b + np.sqrt(b * b + 8 * einf**2)) / 4
def eps_debye(T):
    x = A + y_of(T)
    return (1 + 2 * x) / (1 - x)

# ---- l = 1 Laplace problem by numerical integration of phi and eps r^2 phi'
def shoot(e_start, e_end, r0, r1, phi, dphi):
    s = [phi, e_start * r0**2 * dphi]
    for e, span in ((e_start, (r0, a)), (e_end, (a, r1))):
        s = solve_ivp(lambda r, u: [u[1] / (e * r * r), 2 * e * u[0]], span, s,
                      method="DOP853", rtol=1e-11, atol=1e-14).y[:, -1]
    p, dp = s[0], s[1] / (e_end * r1**2)
    return (2 * p / r1 + dp) / 3, r1**3 * (p / r1 - dp) / 3   # phi = lin*r + dip/r^2
def g_f_numeric(eps):
    lin, _ = shoot(1.0, eps, a / 2, 2 * a, a / 2, 1.0)
    lin2, dip2 = shoot(eps, 1.0, 2 * a, a / 2, (2 * a) ** -2, -2 * (2 * a) ** -3)
    return 1 / lin, -lin2 / dip2
for e in (1.3, 15.0, 400.0):
    g, f = g_f_numeric(e)
    assert abs(g / (3 * e / (2 * e + 1)) - 1) < 1e-7
    assert abs(f / (2 * (e - 1) / ((2 * e + 1) * a**3)) - 1) < 1e-7
    assert abs((g + f * (e - 1) / (4 * np.pi * n)) / ((e + 2) / 3) - 1) < 1e-7
    lin, dip = shoot(e, 1.0, a / 2, 2 * a, a / 2, 1.0)
    assert abs(-dip / lin / (a**3 * (e - 1) / (e + 2)) - 1) < 1e-7

# ---- orientational energy by minimizing over the induced dipole p
g, f = g_f_numeric(15.0)
Gv = np.array([0.0, 0.0, 0.05])
for th in (0.3, 1.2, 2.5):
    mv = mu * np.array([np.sin(th), 0.0, np.cos(th)])
    W = lambda p: p @ p / (2 * alpha) - (mv + p) @ Gv - 0.5 * f * (mv + p) @ (mv + p)
    Wmin = minimize(W, np.zeros(3), method="BFGS", options={"gtol": 1e-8}).fun
    Wform = -(mv @ Gv + 0.5 * alpha * Gv @ Gv + 0.5 * f * mu**2) / (1 - alpha * f)
    assert abs(Wmin - Wform) < 1e-9

# ---- cavity model from definitions: iterate m, integrate the torque, Boltzmann average
theta = np.linspace(0, np.pi, 2001)
mu_vec = mu * np.array([np.sin(theta), np.cos(theta)])     # x and z components
dmu = mu * np.array([np.cos(theta), -np.sin(theta)])
def cavity_model(eps, T, averaged):
    g, f = g_f_numeric(eps)
    E = 1e-5 * kB * T / mu
    G = np.array([[0.0], [g * E]])
    if averaged:
        F = G + np.array([[0.0], [f * (eps - 1) * E / (4 * np.pi * n)]]) + 0 * mu_vec
        m = mu_vec + alpha * F
    else:
        m = mu_vec.copy()
        for _ in range(40):
            m = mu_vec + alpha * (G + f * m)
        F = G + f * m
    U = -cumulative_trapezoid((F * dmu).sum(0), theta, initial=0.0)
    w = np.exp(-U / (kB * T)) * np.sin(theta)
    avg = lambda q: simpson(w * q, x=theta) / simpson(w, x=theta) / E
    directing = (U[-1] - U[0]) / (2 * mu * E)
    return 4 * np.pi * n * avg(m[1]) - (eps - 1), avg(F[1]), directing, avg(mu_vec[1])
solve_eps = lambda T, av: brentq(lambda e: cavity_model(e, T, av)[0], 1.001, 2e3, xtol=1e-9)
for T in (50.0, 300.0, Tc, 1000.0):
    assert abs(solve_eps(T, False) / eps_onsager(T) - 1) < 1e-4
eD_num = solve_eps(1000.0, True)
assert abs(eD_num / eps_debye(1000.0) - 1) < 1e-4
assert abs((eD_num + 2) / (3000.0 / ((1 - A) * (1000.0 - Tc))) - 1) < 1e-4
assert all(cavity_model(e, 300.0, True)[0] > 0 for e in (1.001, 2.0, 10.0, 100.0, 2e3))
eO = eps_onsager(300.0)
g, f = g_f_numeric(eO)
D = 1 - alpha * f
_, F_mean, F_dir, mu_mean = cavity_model(eO, 300.0, False)
assert abs(F_mean / ((eO + 2) / 3) - 1) < 1e-4
assert abs(F_dir / (g / D) - 1) < 1e-4
assert abs((F_mean - F_dir) / (f * mu_mean / D) - 1) < 1e-4

# ---- spontaneous polarization of the Lorentz-field model at E = 0
cs, wc = np.polynomial.legendre.leggauss(40)
def spontaneous(T):
    P = n * mu
    for _ in range(5000):
        F = 4 * np.pi * P / 3
        x = mu * F / (kB * T)
        w = wc * np.exp(x * cs)
        order = (w @ cs) / w.sum()
        P = n * (alpha * F + mu * order)
    return x, order, P
assert abs(spontaneous(1.02 * Tc)[1]) < 1e-10
assert abs(spontaneous(0.99 * Tc)[0] ** 2 / (15 * 0.01) - 1) < 0.03   # next order is 1.4 %
x300, ord300, P300 = spontaneous(300.0)
assert ord300 > 0.5

# ---- symbolic derivation, monotonicity, limits, series
se, si, sy, s3 = sp.symbols("e ei y a3", positive=True)
sg, sf = 3 * se / (2 * se + 1), 2 * (se - 1) / ((2 * se + 1) * s3)
sal = s3 * (si - 1) / (si + 2)
sD = 1 - sal * sf
ysol = sp.solve(3 / s3 * (sal + sy * s3 / sD) * sg / sD - (se - 1), sy)[0]
lhs = (se - si) * (2 * se + si) / (se * (si + 2) ** 2)
assert sp.simplify(ysol - lhs) == 0
assert sp.simplify(sp.diff(lhs, se) * (si + 2) ** 2 - 2 - si**2 / se**2) == 0
sb = si + (si + 2) ** 2 * sy
root = (sb + sp.sqrt(sb**2 + 8 * si**2)) / 4
assert sp.simplify(lhs.subs(se, root) - sy) == 0
assert sp.limit((root - (si + 2) ** 2 * sy / 2 - si / 2).subs(si, 2), sy, sp.oo) == 0
r1 = root.subs(si, 1)
ser = sp.expand(sp.series((r1 - 1) / (r1 + 2), sy, 0, 4).removeO())
assert sp.simplify(ser.coeff(sy, 1) - 1) == 0 and sp.simplify(ser.coeff(sy, 2)) == 0
c_onsager = -float(ser.coeff(sy, 3))
c_cont = 2 * n * quad(lambda r: 4 * np.pi * r**-4, a, np.inf, epsabs=1e-13)[0] / (4 * np.pi * n / 3) ** 2
assert abs(c_onsager - c_cont) < 1e-7

# ---- three rigid unit dipoles: exact Boltzmann <M^2> against mean field, order s^2 (s = beta/3)
pos = np.array([[0, 0, 0], [1, 0, 0], [0.3, 1.1, 0.4]])
def tensor(d):
    r = np.linalg.norm(d)
    return 3 * np.outer(d, d) / r**5 - np.eye(3) / r**3
Tt = {(i, k): tensor(pos[i] - pos[k]) for i in range(3) for k in range(3) if i != k}
ct, wt = np.polynomial.legendre.leggauss(6)
ph = 2 * np.pi * np.arange(10) / 10
u = np.array([[np.sqrt(1 - c * c) * np.cos(p), np.sqrt(1 - c * c) * np.sin(p), c]
              for c in ct for p in ph])
wu = np.repeat(wt, 10)
three = lambda p, q, r: p[:, :, None] + q[:, None, :] + r[None, :, :]
Ucl = -three(u @ Tt[0, 1] @ u.T, u @ Tt[0, 2] @ u.T, u @ Tt[1, 2] @ u.T)
M2 = 3 + 2 * three(u @ u.T, u @ u.T, u @ u.T)
w3 = wu[:, None, None] * wu[None, :, None] * wu[None, None, :]
def g_exact(s):
    w = w3 * np.exp(-3 * s * Ucl)
    return (w * M2).sum() / w.sum() / 3
big, back = np.zeros((9, 9)), np.zeros((9, 9))
for (i, k), t in Tt.items():
    big[3 * i:3 * i + 3, 3 * k:3 * k + 3] = t
    back[3 * i:3 * i + 3, 3 * i:3 * i + 3] += t @ t
ones = np.tile(np.eye(3), (3, 1))
def g_mean(s, remove):
    K = np.eye(9) - s * big + (s * s * back if remove else 0)
    return np.trace(ones.T @ np.linalg.solve(K, ones)) / 9
h = 1e-3
second = lambda fun: (fun(h) + fun(-h) - 2) / (2 * h * h)
k_ex, k_mf = second(g_exact), second(lambda s: g_mean(s, False))
k_cor = second(lambda s: g_mean(s, True))
chain = sum(np.trace(Tt[i, k] @ Tt[k, j]) for i in range(3) for j in range(3)
            for k in range(3) if len({i, j, k}) == 3) / 9
ret = sum(6 * np.linalg.norm(pos[i] - pos[k]) ** -6 for (i, k) in Tt) / 9
assert abs((g_exact(h) - g_exact(-h)) / (2 * h)) < 1e-3     # no first-order term
assert abs(k_ex - chain) < 1e-3 * ret
assert abs(k_mf - k_ex - ret) < 1e-3 * ret
assert abs(k_cor - k_ex) < 1e-3 * ret

# ---- simple cubic lattice (spacing 1): sum of r^-6 two ways, finite spheres
def ball(R):
    q = np.arange(-R, R + 1)
    s = np.array(np.meshgrid(q, q, q)).reshape(3, -1).T
    return s[(s**2).sum(1) <= R * R]
r2 = (ball(40) ** 2).sum(1).astype(float)
sum6 = (r2[r2 > 0] ** -3).sum() + 4 * np.pi / (3 * 40.0**3)
q = np.arange(-8, 9)
th3 = lambda t: (np.exp(-t * q**2).sum() if t > np.pi
                 else np.sqrt(np.pi / t) * np.exp(-np.pi**2 * q**2 / t).sum())
fi = lambda t: t * t * (th3(t) ** 3 - 1) / 2
sum6_theta = quad(fi, 0, np.pi)[0] + quad(fi, np.pi, 80)[0]
assert abs(sum6 - sum6_theta) < 1e-5
norm = (4 * np.pi / 3) ** 2
c_sc = 2 * sum6 / norm
surf, c_fin = {}, {}
for R in (4, 8, 16):
    s = ball(R)
    reps, cnt = np.unique(np.sort(np.abs(s), axis=1), axis=0, return_counts=True)
    sS = sR = 0.0
    for rp, c in zip(reps, cnt):
        d = (s - rp).astype(float)
        rr = (d**2).sum(1)
        d, rr = d[rr > 0], rr[rr > 0]
        S = 3 * (d * rr[:, None] ** -2.5).T @ d - np.eye(3) * (rr**-1.5).sum()
        sS += c * np.trace(S @ S)
        sR += c * 6 * (rr**-3.0).sum()
    surf[R], c_fin[R] = sS / (3 * len(s) * norm), (sR - sS) / (3 * len(s) * norm)
assert surf[16] < surf[8] and surf[16] < 0.5 * surf[4]
assert abs(c_fin[16] - c_sc) < 0.5 * abs(c_fin[4] - c_sc)
assert 0 < c_sc < c_onsager

out = lambda label, v, unit="": print(f"{label} = {v:.5g} {unit}".rstrip())
out("e^2/(4 pi eps0)", e2, "eV A"); out("k_B", kB, "eV/K")
out("density n", n, "A^-3"); out("dipole mu", mu_eA, "e A"); out("alpha", alpha, "A^3")
out("mu^2", mu**2, "eV A^3"); out("cavity radius a", a, "A"); out("a^3", a**3, "A^3")
out("A = 4 pi n alpha/3", A); out("eps_inf", einf); out("(eps_inf+2)^2", (einf + 2) ** 2)
out("Debye Tc", Tc, "K"); out("Debye kTc", kB * Tc, "eV")
out("kT at 300 K", kB * 300, "eV"); out("A + y at 300 K", A + y_of(300.0))
out("Debye formula eps at 300 K (unphysical)", eps_debye(300.0))
out("Debye spontaneous x at 300 K", x300); out("Debye spontaneous <cos> at 300 K", ord300)
out("Debye spontaneous P at 300 K", P300 / np.sqrt(e2), "e/A^2")
out("Debye x^2 at 0.99 Tc", spontaneous(0.99 * Tc)[0] ** 2)
for T in (50.0, 300.0, Tc, 1000.0):
    print(f"T = {T:.1f} K: y = {y_of(T):.5g}, Onsager eps = {eps_onsager(T):.5g}, "
          f"Curie form = {(einf + 2) ** 2 * y_of(T) / 2 + einf / 2:.5g}")
out("A + y at 1000 K", A + y_of(1000.0)); out("Debye eps at 1000 K", eps_debye(1000.0))
out("averaged-reaction cavity model eps at 1000 K", eD_num)
out("300 K: b", einf + (einf + 2) ** 2 * y_of(300.0))
out("300 K: cavity factor g", g); out("300 K: f", f, "A^-3"); out("300 K: D", D)
out("300 K: Lorentz factor (eps+2)/3", (eO + 2) / 3)
out("300 K: mean reaction f<m>/E", F_mean - g)
out("300 K: directing factor g/D", g / D)
out("300 K: torque-free part f<mu>/(D E)", f * mu_mean / D)
out("upper bound of g/D, 3/(2(1-A))", 1.5 / (1 - A))
out("300 K: dipole in liquid mu/D", mu_eA / D, "e A")
out("300 K: reaction field f mu/D", e2 * f * mu_eA / D, "V/A")
out("300 K: reaction energy -f mu^2/(2D)", -0.5 * f * mu**2 / D, "eV")
out("cluster s^2 coefficient, exact", k_ex); out("cluster s^2 coefficient, mean field", k_mf)
out("cluster return-path term", ret); out("cluster mean field minus return", k_cor)
out("c, Onsager series", c_onsager); out("c, continuum return paths", c_cont)
out("simple cubic sum r^-6 (spacing 1)", sum6); out("c, simple cubic", c_sc)
for R in (4, 8, 16):
    print(f"sphere R = {R} spacings: surface term = {surf[R]:.4g}, c = {c_fin[R]:.4g}")
print("all tests passed")
```

It prints:

```
e^2/(4 pi eps0) = 14.4 eV A
k_B = 8.6173e-05 eV/K
density n = 0.01 A^-3
dipole mu = 0.5 e A
alpha = 5 A^3
mu^2 = 3.5999 eV A^3
cavity radius a = 2.8794 A
a^3 = 23.873 A^3
A = 4 pi n alpha/3 = 0.20944
eps_inf = 1.7948
(eps_inf+2)^2 = 14.4
Debye Tc = 737.82 K
Debye kTc = 0.063581 eV
kT at 300 K = 0.025852 eV
A + y at 300 K = 2.1537
Debye formula eps at 300 K (unphysical) = -4.6002
Debye spontaneous x at 300 K = 6.1854
Debye spontaneous <cos> at 300 K = 0.83834
Debye spontaneous P at 300 K = 0.0053022 e/A^2
Debye x^2 at 0.99 Tc = 0.15217
T = 50.0 K: y = 11.666, Onsager eps = 84.912, Curie form = 84.893
T = 300.0 K: y = 1.9443, Onsager eps = 15.004, Curie form = 14.897
T = 737.8 K: y = 0.79056, Onsager eps = 6.8255, Curie form = 6.5896
T = 1000.0 K: y = 0.58329, Onsager eps = 5.3957, Curie form = 5.0972
A + y at 1000 K = 0.79273
Debye eps at 1000 K = 12.474
averaged-reaction cavity model eps at 1000 K = 12.474
300 K: b = 29.793
300 K: cavity factor g = 1.4516
300 K: f = 0.037835 A^-3
300 K: D = 0.81082
300 K: Lorentz factor (eps+2)/3 = 5.668
300 K: mean reaction f<m>/E = 4.2164
300 K: directing factor g/D = 1.7903
300 K: torque-free part f<mu>/(D E) = 3.8777
upper bound of g/D, 3/(2(1-A)) = 1.8974
300 K: dipole in liquid mu/D = 0.61666 e A
300 K: reaction field f mu/D = 0.33596 V/A
300 K: reaction energy -f mu^2/(2D) = -0.083991 eV
cluster s^2 coefficient, exact = -0.29064
cluster s^2 coefficient, mean field = 1.6783
cluster return-path term = 1.969
cluster mean field minus return = -0.29065
c, Onsager series = 2
c, continuum return paths = 2
simple cubic sum r^-6 (spacing 1) = 8.4019
c, simple cubic = 0.9577
sphere R = 4 spacings: surface term = 0.0814, c = 0.6559
sphere R = 8 spacings: surface term = 0.04776, c = 0.7997
sphere R = 16 spacings: surface term = 0.02361, c = 0.8789
all tests passed
```
